# Rayleigh Hysteresis from a Locally Uniform Preisach Density, part 2

A ferroelectric driven below its switching field is modelled by independent, rate-independent relays. The question is when a short list of unerased reversal fields can replace a full array of relay states, and what loss follows. A relay switches up when the rising field $E$ passes $u$ and down when the falling field passes $v\le u$; between its thresholds it keeps its state. The density $m(u,v)$ is the polarization carried by relays per unit area of the $(u,v)$ plane, and each switch changes the polarization $P$ by twice the relay's weight. For field amplitude $E_0$, the density is taken as uniform, $m=m_0$, in the triangle $-E_0\le v\le u\le E_0$. The reversible, lossless susceptibility is $\chi$, and the Rayleigh coefficient is $R=2m_0$.

A rise from a reversal at $E_r$ to $E$, short of the preceding maximum, switches up the relays in $E_r<v\le u<E$. With uniform density, $P$ changes along a branch by $\chi(E-E_r)\pm\frac R2(E-E_r)^2$, plus for rising fields and minus for falling ones.

Depoling by a slowly decaying alternating field leaves relays with $u+v<0$ up and those with $u+v>0$ down. The loop is then centred:

$$
P_{\rm rise,\,fall}=(\chi+RE_0)E\mp\frac R2\left(E_0^2-E^2\right), \tag{19}
$$

with the upper sign for the rising branch. The work per unit volume and cycle, $W=\oint E\,dP$, is lost as heat. The loop area gives

$$
W=R\left(2E_0^3-\frac{2E_0^3}{3}\right)=\frac43RE_0^3. \tag{21}
$$

Fields are in V/Å, polarization in e/Å² and energy density in eV/Å³, so no conversion factor is needed. The SI susceptibility follows from $\chi=\varepsilon_0\chi_{\rm SI}$.

The worked example has $E_0=2\times10^{-5}$ V/Å, $\chi=5$ e/(V Å), $m_0=2.5\times10^4$ e/V² and $R=5\times10^4$ e/V². Its minor loop runs between $-4\times10^{-6}$ and $8\times10^{-6}$ V/Å.

### The same loss counted relay by relay

A relay of weight $m\,du\,dv$ changes the polarization by $+2m\,du\,dv$ at the field $u$ and by $-2m\,du\,dv$ at the field $v$. Its contribution to $\oint E\,dP$ is $2m(u-v)\,du\,dv$. Therefore

$$
W=\iint 2m(u,v)\,(u-v)\,du\,dv, \tag{22}
$$

taken over the relays that switch in the cycle. This form holds for a non-uniform density too, and the error estimates below are built on it.

Introduce the width $w=u-v$ and the centre $c=(u+v)/2$ of a relay, so that $u=c+w/2$ and $v=c-w/2$. The Jacobian determinant has magnitude 1, hence $du\,dv=dc\,dw$. The condition $u\le E_0$ becomes $c\le E_0-w/2$, and $v\ge-E_0$ becomes $c\ge-E_0+w/2$. At a given width the centre runs over a length $2E_0-w$, and $w$ runs from 0 to $2E_0$. For the uniform density,

$$
\begin{aligned}
W&=2m_0\int_0^{2E_0}w(2E_0-w)\,dw
=2m_0\left[E_0w^2-\frac{w^3}{3}\right]_0^{2E_0}\\
&=2m_0\left(4E_0^3-\frac83E_0^3\right)=\frac43RE_0^3.
\end{aligned} \tag{23}
$$

The cube now has a visible source. The number of relays that take part grows as the area of the triangle, which is $E_0^2$ times a constant, and the mean energy lost by each grows as $E_0$.

A minor loop between two fields a distance $\Delta$ apart switches a triangle of the same shape with $2E_0$ replaced by $\Delta$. The integral is then $\Delta^3/6$, and

$$
W_{\rm minor}=\frac{R\Delta^3}{6}. \tag{24}
$$

The mean field of the minor loop does not appear, provided that the loop stays inside the uniform triangle. Setting $\Delta=2E_0$ recovers equation (21).

### Numerical loss and the field step

For the parameters of the worked loop, equation (21) gives

$$
W=\frac43\times5\times10^4\times(2\times10^{-5})^3=5.33\times10^{-10}\ \text{eV/Å}^3,
$$

or 85.4 J/m³. At half the amplitude, with $R$ held fixed, the loss is $6.67\times10^{-11}$ eV/Å³, smaller by a factor of eight. The minor loop between $-4\times10^{-6}$ and $8\times10^{-6}$ V/Å has $\Delta=1.2\times10^{-5}$ V/Å and loses $1.44\times10^{-11}$ eV/Å³. A loop of the same width between $6\times10^{-6}$ and $1.8\times10^{-5}$ V/Å gives the same loss when the relays are driven individually.

The relay values in the numerical output lie slightly below the formula, and the difference can be derived. Let the thresholds sit at the centres of square cells of side $h$, let the field move in steps of $h$, and let a cycle span $N$ steps from its lowest to its highest field. There are $N-d$ cells with $u-v=dh$, each of weight $m_0h^2$. The discrete form of equation (22) is

$$
W_h=2m_0h^3\sum_{d=1}^{N-1}d(N-d)
=2m_0h^3\,\frac{N(N^2-1)}{6}. \tag{25}
$$

The continuum result is $2m_0h^3N^3/6$, so the relative error is $-1/N^2$. At the smallest amplitude in the output, a quarter of $E_0$, the cycle spans $N=50$ steps, and the loss should be low by 4 parts in $10^4$. The relays give $8.330\times10^{-12}$ eV/Å³ against $8.333\times10^{-12}$ from the formula, as expected. The cell size was the same for all three amplitudes, so the deficit is largest for the smallest loop. This raises the fitted exponent slightly above 3, to 3.0003.

Two details matter in a relay grid of this kind. Cells on the line $u=v$ lie half outside the permitted region and must carry half weight. A triangle of $N$ steps then contains $N(N-1)/2+N/2=N^2/2$ cells, in agreement with its area, and the polarization at the step fields has no discretization error from this source. Secondly, depoling on the grid leaves each cell centred on $u+v=0$ in the state set by the last half-cycle that reaches it. If the amplitude drops by one cell per full cycle, as it does here, these half-cycles have the same sign for all such cells; with a drop of one cell per half-cycle the sign would alternate from cell to cell. This produces a small false bias. Averaging two runs whose depoling fields have opposite sign removes it, and the initial curve and centred loops in the output were obtained in this way.

### Response at the drive frequency

Bridge and lock-in measurements give the fundamental component of $P$ rather than the loop. Let $E=E_0\sin\theta$, with $\theta$ increasing uniformly in time, and define the two susceptibilities by

$$
P=\chi'E_0\sin\theta-\chi''E_0\cos\theta+\text{higher harmonics}. \tag{26}
$$

With this sign, a polarization that lags behind the field has $\chi''>0$. The field rises when $\cos\theta>0$, and $E_0^2-E^2=E_0^2\cos^2\theta$. Both branches of equation (19) are therefore contained in

$$
P=(\chi+RE_0)E_0\sin\theta-\frac R2E_0^2\cos\theta\,|\cos\theta|. \tag{27}
$$

The second term is even in $\theta$, so its product with $\sin\theta$ integrates to zero over a period. The in-phase part comes from the first term alone:

$$
\chi'=\chi+RE_0. \tag{28}
$$

For the other part, multiply by $\cos\theta$ and integrate over a period. The left side of the projection is $-\pi\chi''E_0$, and the first term of equation (27) drops out. The integral of $|\cos\theta|^3$ is four times its value over a quarter period,

$$
\int_0^{\pi/2}\cos^3\theta\,d\theta=\int_0^1(1-x^2)\,dx=\frac23,
$$

with $x=\sin\theta$. Hence

$$
-\pi\chi''E_0=-\frac R2E_0^2\cdot\frac83,
\qquad \chi''=\frac{4RE_0}{3\pi}. \tag{29}
$$

For the example, $\chi'=6.00$ and $\chi''=0.424$ e/(V Å). The ratio $\chi''/\chi'$ is 0.07. It vanishes in proportion to $E_0$ at small amplitude.

The loss can be recovered from $\chi''$. In $\oint E\,dP$ the field contains $\sin\theta$ alone, and the derivatives of the higher harmonics are orthogonal to it. The in-phase part contributes $\cos\theta$ to $dP/d\theta$ and also drops out. What remains is $\chi''E_0^2\int\sin^2\theta\,d\theta$, so

$$
W=\pi\chi''E_0^2=\frac43RE_0^3. \tag{30}
$$

Equations (28) and (29) supply a consistency check on data. Plotted against amplitude, $\chi'$ must be a straight line of slope $R$, and $\chi''$ a straight line through the origin of slope $4R/(3\pi)$. If the two slopes give different values of $R$, the uniform density with a lossless $\chi$ is not an adequate description of the material.

### What establishes uniformity

Let $F(u,v)$ be the irreversible rise of $P$ when the field goes from a reversal at $v$ up to $u$, without passing the maximum that preceded the reversal. For a general continuous density, the triangle argument gives

$$
F(u,v)=2\int_v^u dx\int_v^x dy\;m(x,y). \tag{31}
$$

Differentiate with respect to $u$, which appears as the upper limit of the outer integral:

$$
\frac{\partial F}{\partial u}=2\int_v^u m(u,y)\,dy,\qquad
\frac{\partial^2F}{\partial v\,\partial u}=-2m(u,v). \tag{32}
$$

The minus sign arises because $v$ is a lower limit. Thus $m=-\tfrac12\,\partial^2F/\partial u\,\partial v$. If the branches are quadratic, $F=\frac R2(u-v)^2$, the mixed derivative is $-R$, and $m=R/2$ everywhere in the region covered. Quadratic branches with one common $R$ therefore imply a uniform density, just as the uniform density implies them.

Complete symmetric loops at all amplitudes up to $E_0$ are enough for this purpose. The falling branch from $u$ covers the points with $-u\le v\le u$, and the rising branch from $v=-|v|$ covers those with $v\le u\le|v|$. Together they fill the triangle.

A cubic loss is weaker evidence. Suppose $m$ depends on the ratio of $v$ to $u$ but not on their common scale. The substitution $u=E_0x$, $v=E_0y$ in equation (22) then gives $E_0^3$ times an integral that does not contain $E_0$. The loss is cubic although the density is not uniform. Before the reversal list replaces a full array, the branch shapes should be compared as well as the exponent.

### How far the density may vary

Consider a smooth density that falls away from the origin of the threshold plane,

$$
m=m_0\exp\left(-\frac{u^2+v^2}{2s^2}\right), \tag{33}
$$

with $s$ much larger than $E_0$. To leading order the exponential is $1-(u^2+v^2)/(2s^2)$. Equation (22) weights each relay by its width $w$, so the quantity needed is the average of $u^2+v^2=2c^2+w^2/2$ with weight $w$ over the triangle. Put $L=E_0-w/2$, which is the largest $|c|$ at width $w$. Then $w=2(E_0-L)$, and integration over $c$ gives

$$
\int_{-L}^{L}\left(2c^2+\frac{w^2}{2}\right)dc=\frac43L^3+w^2L=\frac43L^3+4(E_0-L)^2L. \tag{34}
$$

Multiply by $w=2(E_0-L)$ and by the factor 2 from $|dw|=2\,dL$:

$$
\begin{aligned}
&\frac{16}{3}\int_0^{E_0}(E_0-L)L^3\,dL+16\int_0^{E_0}(E_0-L)^3L\,dL\\
&\quad=\left(\frac{16}{3}+16\right)\frac{E_0^5}{20}=\frac{16}{15}E_0^5.
\end{aligned} \tag{35}
$$

Both integrals equal $E_0^5(1/4-1/5)=E_0^5/20$, the second after exchanging $L$ and $E_0-L$. The normalization $\iint w\,dc\,dw$ is $\frac43E_0^3$ by equation (23). The average is $\frac45E_0^2$, and half of it divided by $s^2$ gives the correction:

$$
W\simeq\frac43RE_0^3\left[1-\frac25\left(\frac{E_0}{s}\right)^2\right],\qquad R=2m_0. \tag{36}
$$

Driving the relays with $s=3E_0$ gives 0.9568 of the uniform loss, against 0.9556 from equation (36). With $s=6E_0$ the values are 0.9890 and 0.9889. The Rayleigh formula with the central density thus overestimates the loss by roughly 5% and 1% of the true loss in these two cases.

A large abrupt change can do more damage. Let the density be $m_0$ where both $|u|$ and $|v|$ are below $a$, and $3m_0$ outside, and drive with an amplitude $A>a$. The loss is that of a triangle of density $3m_0$ and size $A$, less that of a triangle of density $2m_0$ and size $a$. Relative to $\frac43RA^3$ it is $3-2(a/A)^3$. For $a=1.2E_0$ and $A=1.4E_0$ this is 1.74, in agreement with the driven relays. At amplitude $E_0$ the same material follows the Rayleigh formulas, because the field does not reach the changed region. A fit at one amplitude therefore gives no warning of what happens at a larger one.

### Comparison with real ferroelectrics

The value of $\chi$ in the example corresponds to an SI susceptibility of the order of a thousand, a usual size for perovskite ferroelectric ceramics. Their coercive fields are very roughly $10^{-4}$ V/Å, so the chosen amplitude is well below complete switching. The nonlinear share $RE_0/\chi=0.2$ was chosen to make the loop visible and is not taken from a measurement. The density of a real material can be close to uniform only over a limited range of amplitudes, and that range has to be measured; the following size is for a model density. If it falls off as in equation (33) with $s=3E_0$, the loss drops by 4% of the uniform value.

In some materials the domain walls may also need a minimum field before they move irreversibly. Within the model this can be represented by removing all relays of width below $2E_t$, with $E_t<E_0$. The lower limit in equation (23) becomes $2E_t$, which subtracts $2m_0(4E_0E_t^2-\frac83E_t^3)$. With $t=E_t/E_0$, the loss is multiplied by $1-3t^2+2t^3$. It is then no longer cubic in amplitude, and the branches start with a straight section of length $2E_t$.

Domain-wall motion in real samples also depends on time and temperature, whereas the relays here have no rate. The present model gives no size for that effect. Values of $\chi$ and $R$ should be used near the frequency and temperature at which they were determined, and only over a range of amplitudes, starting from small ones, in which all branches were found to be quadratic with one common $R$. Quadratic branches at a single large amplitude are not enough, because a non-uniform density can produce them too.

## Computed results

```
INPUTS
field amplitude E0 = 2.000e-05 V/angstrom
reversible susceptibility chi = 5.000 e/(V angstrom)
Preisach density m0 = 2.500e+04 e/V^2
Rayleigh coefficient R = 5.000e+04 e/V^2
relay grid: field steps per amplitude = 100
FULL LOOP (driven relays)
tip polarization = 1.2000e-04 e/angstrom^2
remanent polarization = 1.0000e-05 e/angstrom^2
remanent polarization = 1.6022e-04 C/m^2
coercive field, relays = 1.6552e-06 V/angstrom
coercive field, formula = 1.6553e-06 V/angstrom
LOSS PER CYCLE
amplitude 5.00e-06 V/angstrom: relays 8.3300e-12, formula 8.3333e-12 eV/angstrom^3
amplitude 1.00e-05 V/angstrom: relays 6.6660e-11, formula 6.6667e-11 eV/angstrom^3
amplitude 2.00e-05 V/angstrom: relays 5.3332e-10, formula 5.3333e-10 eV/angstrom^3
loss at E0, formula = 85.449 J/m^3
fitted exponent of loss = 3.0003 (no unit)
MINOR LOOP
upper reversal field = 8.00e-06 V/angstrom
lower reversal field = -4.00e-06 V/angstrom
P at upper reversal = 3.9600e-05 e/angstrom^2
P at lower reversal = -2.4000e-05 e/angstrom^2
minor loss, relays = 1.4396e-11 eV/angstrom^3
minor loss, formula = 1.4400e-11 eV/angstrom^3
same width, fields 6.0e-06 to 1.8e-05 V/angstrom: loss 1.4396e-11 eV/angstrom^3
HARMONIC RESPONSE AT E0
in-phase susceptibility = 6.0000 e/(V angstrom)
out-of-phase susceptibility = 0.4244 e/(V angstrom)
LIMITS OF LOCAL UNIFORMITY (ratios, no unit)
Gaussian density, s/E0 = 3: loss/uniform loss = 0.95677, leading formula 0.95556
Gaussian density, s/E0 = 6: loss/uniform loss = 0.98897, leading formula 0.98889
density tripled beyond 1.2 E0, amplitude 1.4 E0: loss/Rayleigh loss = 1.7405
```
